# The s character of a silicon dangling bond from hyperfine couplings

**Problem.** A silicon dangling bond holds one unpaired electron. When the atom under it is silicon-29 (nuclear spin 1/2), its magnetic resonance line splits in two. The splitting is 156 G with the field parallel to the bond axis and 91 G with the field perpendicular to it. A full 3s electron on a silicon atom would give a contact coupling $a_0=1639$ G, and a full 3p electron a dipolar coupling $b_0=40.7$ G. What share of the electron's orbital on this atom is s-like?

Couplings in gauss are energies divided by $g\mu_B$. The quoted $b_0$ belongs to the convention

$$A_\parallel=a+2b,\qquad A_\perp=a-b, \tag{1}$$

where $a$ is the isotropic and $b$ the anisotropic part.

## A tempting solution

Only an s orbital has density at the nucleus, so the isotropic part measures s character. From (1), $A_\parallel+2A_\perp=3a$, and therefore

$$a=\frac{156+2(91)}{3}=112.67\ \text{G},\qquad \frac{a}{a_0}=\frac{112.67}{1639}=0.0687 .$$

The orbital is then said to be 6.9 percent s and, by subtraction, 93.1 percent p.

## Where it fails

The second measured number has not been used. Subtracting the two equations in (1) gives $A_\parallel-A_\perp=3b$, so

$$b=\frac{156-91}{3}=21.67\ \text{G}.$$

A p weight of 0.931 would require $b=0.931\times40.7=37.9$ G, far above this value. The fault is the subtraction from 100 percent, which assumes that the whole electron sits in the 3s and 3p orbitals of one atom. With the given $a_0$, the number 0.0687 estimates the s weight relative to the whole electron. The question asks for the share relative to the part of the electron on this atom, and that part must itself be found from the data.

## The right solution

**The orbital.** Let $\eta$ be the weight of the electron on the atom and $s$ the s share of that weight. With the axis along $z$, the on-atom part is

$$\psi=\sqrt{\eta}\left[\sqrt{s}\;\phi_{3s}+\sqrt{1-s}\;\phi_{3p_z}\right]. \tag{2}$$

This assumes free-atom radial functions and neglects overlap with orbitals on other atoms. Spin elsewhere and spin polarisation of the closed shells are left out for now.

**The coupling tensor.** The nucleus feels the electron spin through a contact term and a dipole-dipole term. With lengths in bohr and $\mathbf n=\mathbf r/r$,

$$A_{ij}=K\left[\frac{8\pi}{3}|\psi(0)|^2\delta_{ij}+\int|\psi|^2\,\frac{3n_in_j-\delta_{ij}}{r^3}\,d^3r\right], \tag{3}$$

where $K=(\mu_0/4\pi)|g_n|\mu_N$ per cubic bohr. The silicon-29 moment is negative, which reverses every coupling together. Using $|g_n|$ removes this common sign, so all signs below are relative to that of $a_0$.

**Contact part.** The 3p function vanishes at the nucleus, so $|\psi(0)|^2=\eta s|\phi_{3s}(0)|^2$ and

$$a=\eta s\,a_0,\qquad a_0=\frac{8\pi}{3}K|\phi_{3s}(0)|^2. \tag{4}$$

**Dipolar part.** The density $|\psi|^2$ has three pieces.

- The s-s piece is spherical. The angular average of $\cos^2\theta$ is 1/3, so $3\cos^2\theta-1$ averages to zero. The angular integral is done first, before the factor $1/r^3$ can cause trouble at the origin.
- The s-p piece changes sign under $\mathbf r\to-\mathbf r$, while the tensor in (3) does not. Its integral is zero.
- The p-p piece has angular density $3\cos^2\theta/4\pi$. Since $\cos^4\theta$ averages to 1/5 over the sphere, $\langle\cos^2\theta\rangle=3/5$, and $\langle3\cos^2\theta-1\rangle=9/5-1=4/5$.

The parallel dipolar element is therefore $\tfrac45\eta(1-s)K\langle r^{-3}\rangle_{3p}$. The tensor has zero trace and axial symmetry, so each perpendicular element is minus half of this. Comparison with $2b$ and $-b$ in (1) gives

$$b=\eta(1-s)\,b_0,\qquad b_0=\frac25K\langle r^{-3}\rangle_{3p}. \tag{5}$$

**Solving for the share.** Equations (4) and (5) give the two weights separately:

$$w_s=\eta s=\frac{a}{a_0}=0.0687,\qquad w_p=\eta(1-s)=\frac{b}{b_0}=\frac{21.67}{40.7}=0.5324 .$$

Their sum is $\eta=0.601$, because $s$ cancels on addition. Hence

$$s=\frac{w_s}{w_s+w_p}=\frac{0.0687}{0.6011}=0.114 . \tag{6}$$

The on-atom orbital is about 11 percent s and 89 percent p. In this model the atom holds about 60 percent of the electron.

Equations (4) to (6) were tested on a hybrid built from Hartree-Fock silicon orbitals with $s=0.17$ and $\eta=0.73$. Its tensor (3) was integrated numerically, and the inversion returned 0.1700 and 0.7300.

## The signs of the couplings

To first order the two lines lie at $B_0\pm A/2$, one for each nuclear orientation. Reversing the sign of $A$ exchanges them and leaves the spectrum unchanged, so the splittings give magnitudes. The solution above took both couplings positive relative to $a_0$.

If $A_\perp=-91$ G instead, then

$$a=\frac{156-182}{3}=-8.67\ \text{G},\qquad b=\frac{156+91}{3}=82.33\ \text{G}.$$

The p weight would be $82.33/40.7=2.02$, more than one electron, and the s weight would be negative. If $A_\parallel$ is negative and $A_\perp$ positive, both results change sign and the p weight is negative. If both couplings are negative, both weights are negative. Within this model, the choice made is the one that survives.

## Which result is robust

Multiply the numerator and denominator of (6) by $a_0/b$:

$$s=\frac{x}{x+R},\qquad x=\frac ab=5.20,\qquad R=\frac{a_0}{b_0}=\frac{(8\pi/3)|\phi_{3s}(0)|^2}{(2/5)\langle r^{-3}\rangle_{3p}}=40.27 . \tag{7}$$

The nuclear moment has cancelled, and so would any error that scales $a_0$ and $b_0$ equally. No such cancellation protects $\eta$.

A restricted open-shell Hartree-Fock calculation of the free atom shows the difference. It gives $|\phi_{3s}(0)|^2=3.804$ and $\langle r^{-3}\rangle_{3p}=2.042$, both in bohr$^{-3}$. The first number depends on how the doubly occupied orbitals are made canonical: the up-spin and down-spin Fock operators give 3.83 and 3.78, which moves the ratio below by about 0.3 either way. With a rough $|g_n|=1.11$, so that $K=37.83$ G bohr$^3$, the couplings become $a_0=1206$ G and $b_0=30.9$ G. Both are about a quarter below the values given in the problem, but their ratio is 39.03, close to 40.27. The s share becomes

$$s=\frac{5.20}{5.20+39.03}=0.118,$$

while $\eta$ rises from 0.60 to about 0.80. This calculation omits electron correlation and relativity, so it is a second estimate and not a standard of truth. It shows that the s share depends much less on the choice between these two sets of atomic couplings than the localisation does. The ratio is still not a constant of the element: the same method applied to the $3s^13p^3$ configuration gives $R\approx36$ and $s\approx0.126$.

## Limiting cases and geometry

For a pure p orbital, $s=0$ and $a=0$, so $A_\perp=-A_\parallel/2$. For a pure s orbital, $b=0$ and the splitting is isotropic. An sp$^3$ hybrid has $s=1/4$. With $\eta$ held at 0.601, its contact coupling would be

$$a=0.25\times0.6011\times1639=246\ \text{G},$$

more than twice the value found here.

The low s share can be turned into a shape. Suppose that this hybrid and three equivalent back hybrids are real and orthonormal and span the atom's one s and three p orbitals. The s shares of the four must add to one, so each back hybrid has

$$t=\frac{1-s}{3}=0.295 .$$

Let $\alpha$ be the angle between the dangling hybrid and a back hybrid, and $\beta$ the angle between two back hybrids. The overlap of two hybrids is the product of their s amplitudes plus the product of their p amplitudes times the cosine of the angle between them. Setting both overlaps to zero,

$$\sqrt{st}+\sqrt{(1-s)(1-t)}\cos\alpha=0,\qquad t+(1-t)\cos\beta=0,$$

so that

$$\cos\alpha=-\sqrt{\frac{st}{(1-s)(1-t)}}=-0.233,\qquad \cos\beta=-\frac{t}{1-t}=-0.419 .$$

The angles are $\alpha\approx103^\circ$ and $\beta\approx115^\circ$. At $s=1/4$ both would be $109.5^\circ$; at $s=0$ they would be $90^\circ$ and $120^\circ$, a planar set of back hybrids. The atom found here lies between these cases, flatter than a tetrahedral one. These are angles between hybrids. They equal the bond angles if the bonds point along the hybrids, which strained bonds need not do.

## How firm is 11 percent?

**Reading error.** From (1), $x=(A_\parallel+2A_\perp)/(A_\parallel-A_\perp)$. It falls when $A_\parallel$ rises and grows when $A_\perp$ rises, so the worst cases have opposite errors. For a chosen error of 5 G in each coupling, $s$ runs from 9.9 percent at (161, 86) G to 13.4 percent at (151, 96) G. The small difference $A_\parallel-A_\perp$ makes the result this sensitive.

**Spin polarisation.** Exchange with an unpaired 3p electron makes the up-spin and down-spin s orbitals of the closed shells slightly different. This leaves spin density at the nucleus that (4) does not count. An unrestricted Hartree-Fock atom in a basis of s and p functions gives $-0.0770$ bohr$^{-3}$ per 3p electron; adding d functions moves this to about $-0.075$. Scaled by $w_p$, its part of $a$ is

$$\frac{8\pi}{3}(37.83)(-0.0770)(0.5324)=-13.0\ \text{G}.$$

The direct 3s part would then be $112.7+13.0=125.7$ G, and $s$ would rise to 12.6 percent (13.3 percent if the Hartree-Fock $a_0$, $b_0$ and $w_p$ are used throughout). Polarisation also acts on $b$: in the same atom the dipolar $\langle r^{-3}\rangle$ of the spin density is about 15 percent above the 3p value, and removing that part from $b$ alone would give about 13 percent. The estimate omits correlation, to which this small spin density is sensitive, and carries a free-atom result over to a bonded atom. That last step is not safe, because in a bonded atom the valence s electrons sit in the bonds. Planar SiH$_3$ has a pure p unpaired orbital, so (4) gives $a=0$. Yet unrestricted Hartree-Fock gives about $+120$ G and a hybrid density functional (PBE0) about $+60$ G, an apparent s share of 9 and 4 percent when inverted with the Hartree-Fock atomic couplings. With the H-Si-H angle at $115^\circ$, unrestricted Hartree-Fock lies about 50 G above the restricted value of $a$, and the apparent share is 13.6 against 11.2 percent. The sign is opposite to the free-atom estimate and the size is several times larger, so the free-atom figure is neither a correction nor a bound.

**Orbital motion.** Spin-orbit coupling induces an orbital moment. The $g$ shift adds $\mu_BB_i\,\Delta g_iS_i$ to the energy; its derivative with respect to $\mu_BB_i$ is the induced $L_i=\Delta g_iS_i$. If a fraction $w_p$ of this moment resides in the 3p shell of this atom, in proportion to the p weight there, its field at the nucleus adds (with $g\approx2$) about $w_pK\langle r^{-3}\rangle\Delta g=\tfrac52b\,\Delta g$ to the coupling. For a rough shift of 0.006 this is 0.33 G. Spin-orbit mixing also alters the spin-dipolar term by an amount of the same order, so the total stays a fraction of a gauss, well below the chosen reading error.

**Spin on other atoms.** A point spin of weight $1-\eta$ at distance $d$ has a dipolar coupling $K(1-\eta)/d^3$. Placing all the remaining spin one rough bond length away, at 0.235 nm, gives 0.17 G, or 0.8 percent of $b$. A 3p orbital pointing along the bond in place of the point raises this to about 0.2 G.

**The real defect.** The couplings in the problem are of the size associated with the trivalent silicon centre at the interface between silicon and its oxide. There the surroundings vary from site to site, so a splitting read from a broadened line describes a typical centre and not each one. A real centre also departs from the one-atom orbital (2): its radial functions differ from those of a free atom, and its orbital overlaps its neighbours. Those two effects have not been sized here. Among the effects that have, the reading error and spin polarisation matter most. The chosen reading error moves the s share by up to two percentage points. Spin polarisation can move it by as much or more, in a direction that the free atom does not fix. The share is therefore about 11 percent within the model (2), and for the real centre this is an apparent share, uncertain by a few points. The values for the model and for the free atom in the s and p basis are collected in the numerical output below.

## Table of computed values

```
input A_par, A_perp: 156, 91 G
input atomic a0, b0: 1639, 40.7 G
isotropic a: 112.67 G
anisotropic b: 21.67 G
s weight a/a0: 0.0687
p weight b/b0: 0.5324
on-atom weight eta: 0.6011
normalised s share: 11.44 percent
normalised p share: 88.56 percent
ratio x = a/b: 5.200
ratio R = a0/b0: 40.27
opposite signs, a and b: -8.67, 82.33 G
opposite signs, s and p weights: -0.0053, 2.023
sp3 contact coupling at same eta: 246.3 G
s share of each back hybrid: 29.52 percent
dangling-to-back hybrid angle: 103.45 deg
back-to-back hybrid angle: 114.76 deg
tetrahedral angle: 109.47 deg
chosen reading error: 5 G
s share range: 9.9 to 13.4 percent
ROHF atom energy: -288.85437 hartree
ROHF virial ratio -V/T: 2.000000
ROHF 3s density at nucleus: 3.804 bohr^-3
ROHF 3p mean r^-3: 2.042 bohr^-3
rough nuclear g magnitude: 1.11
coupling constant K: 37.83 G bohr^3
ROHF a0, b0: 1206, 30.90 G
ROHF ratio a0/b0: 39.03
eta with ROHF couplings: 0.795
s share with ROHF couplings: 11.76 percent
forward test, s put in and recovered: 0.1700, 0.1700
forward test, eta put in and recovered: 0.7300, 0.7300
UHF core spin density per 3p electron: -0.0770 bohr^-3
core-polarisation part of a: -12.99 G
s share after core correction: 12.59 percent
rough g shift: 0.006
orbital hyperfine size: 0.33 G
rough bond length: 0.235 nm
neighbour-spin dipolar size: 0.17 G
```
